Drift velocity and ionization coefficient from a pulsed-Townsend current trace

**Problem**

Two wide, parallel electrodes are a distance d = 3.0 cm apart, with a gas between them and a fixed voltage V across them. At t = 0 a short light pulse releases N₀ electrons from the cathode. They drift to the anode and ionize gas molecules on the way. The current in the external circuit jumps to an initial value, rises smoothly, and has doubled when it drops at T = 300 ns, as the electrons are collected.

Let w be the drift velocity and α the mean number of ionizations that one electron makes per unit length of drift. Neglect diffusion at first.

(a) Show what current a single drifting electron causes in the circuit, and when it flows.

(b) Derive the electron current I(t), and obtain w and α from the trace.

(c) How much charge does the electron motion pass through the circuit, and what supplies the rest?

(d) Diffusion rounds the sharp drop. How should the trace then be read?

(e) Estimate the other neglected effects.

For the numbers take N₀ = 1.0×10⁶ electrons from a spot of radius 10 mm. The gas has density N_g = 1.0×10²⁴ m⁻³ at 300 K, and the reduced field is E/N_g = 100 Td, where 1 Td = 10⁻²¹ V m². These are roughly the conditions of a swarm experiment in nitrogen. Further rough values are a longitudinal diffusion coefficient D = 2.0 m²/s, an ion drift velocity w_i = 500 m/s and an ionization energy of 16 eV.

**Solution**

**(a) The current of one electron**

Put the cathode at x = 0 with potential 0 and the anode at x = d with potential V. Consider first a thin sheet of charge −q and area A at position x, parallel to the electrodes. Poisson's equation makes the slope of the potential φ jump at the sheet:

φ′(right) − φ′(left) = q/(ε₀A).

The total potential difference is fixed:

x φ′(left) + (d − x) φ′(right) = V.

Inserting φ′(left) = φ′(right) − q/(ε₀A) gives

d φ′(right) − q x/(ε₀A) = V,

φ′(right) = V/d + q x/(ε₀A d).   (1)

The charge on the anode surface is ε₀A times this slope:

Q_anode = ε₀A V/d + q x/d.

The first term is constant. The second grows as the sheet approaches, and the circuit must supply it:

i = dQ_anode/dt = q w/d.   (2)

For a point electron, Poisson's equation can be integrated over planes parallel to the electrodes. With wide electrodes the lateral derivatives integrate to zero and the same one-dimensional problem remains, with q = e. Each electron therefore contributes e w/d, wherever it is in the gap.

The current flows during the whole drift. By the time an electron released at the cathode arrives, the circuit has brought a charge e to the anode on its account. The electron neutralizes this charge, and its contribution stops. Here I counts as positive for electrons moving toward the anode.

**(b) The growing current**

Assume that the field is uniform, that all electrons drift with the same constant w, and that a new electron joins the drift at once. Let N(t) be the number of electrons in the gap. In a time dt each advances by dx = w dt and makes α dx ionizations on average. Each ionization adds one electron, so

dN = α N w dt.

Dividing by N and integrating from N₀ at t = 0 gives

N(t) = N₀ exp(αwt).

Multiplication by the current per electron, equation (2), yields

I(t) = (e N₀ w/d) exp(αwt) for 0 < t < d/w,   (3)

and zero afterwards. Without diffusion all electrons, old and new, travel in one thin sheet, because each new one is born where its parent is. They arrive together at T = d/w, so

w = d/T = (0.030 m)/(300×10⁻⁹ s) = 1.0×10⁵ m/s = 10 cm/μs.

Let R be the current just before the drop divided by the current just after release. The factor e N₀ w/d cancels:

R = exp(αwT) = exp(αd),

α = ln R/d.   (4)

With R = 2,

α = 0.6931/(0.030 m) = 23.1 m⁻¹ = 0.231 cm⁻¹.

The absolute current, and hence N₀, is not needed for either coefficient. The growth rate in time is

ν = αw = ln R/T = 2.31×10⁶ s⁻¹.

Doubling means that each released electron, together with its descendants, has produced one further electron on average. It does not follow that αd = 1. That would give α = 1/d = 33.3 m⁻¹ and would be right if the released electrons alone could ionize, since then N = N₀(1 + αx). The new electrons ionize too, so a smaller α suffices. The two expressions agree for weak growth, where ln R ≈ R − 1.

A random simulation shows the same growth. It starts with 10⁶ electrons and divides the gap into 3000 steps, in each of which every electron present ionizes with probability αd/3000. The number grows by a factor 1.413 over half the gap and 1.997 over the whole gap. Equation (3) predicts √2 = 1.414 and 2.

The value at half time is also a useful test of a measured trace. If the current at 150 ns is not about 1.41 times the initial current, the growth is not a single exponential, and the end points alone do not define a constant α.

For the stated N₀ the initial current is

I(0) = e N₀/T = (1.602×10⁻¹⁹ C)(1.0×10⁶)/(300×10⁻⁹ s) = 0.534 μA,

and the final current is 1.068 μA.

**(c) The charge**

The charge passed by the electron motion is the integral of equation (3). With w/d = 1/T and αw = ν,

Q_e = (e N₀/T) ∫₀ᵀ exp(νt) dt = e N₀ (exp(νT) − 1)/(νT) = e N₀ (R − 1)/ln R.

For R = 2 this is e N₀/0.6931 = 0.231 pC. The 2N₀ electrons that reach the anode carry 2eN₀ = 0.320 pC, which is more. The difference arises because an electron born at x drifts only the distance d − x and passes only e(d − x)/d through the circuit.

The ion left behind at x supplies the missing part. It has the opposite charge and moves the opposite way, so its current has the same sign. If it reaches the cathode, it contributes e x/d. Between x and x + dx, N₀α exp(αx) dx ions are born. Hence

Q_i = (e N₀/d) ∫₀ᵈ x α exp(αx) dx.

Integration by parts, with α exp(αx) as the derivative of exp(αx), gives

Q_i = (e N₀/d) [d exp(αd) − (exp(αd) − 1)/α]
  = e N₀ [R − (R − 1)/ln R].

For R = 2 this is 0.089 pC, and Q_e + Q_i = e N₀ R, as required. The ions need up to d/w_i = 60 μs to cross the gap, two hundred times the electron transit time. Their charge appears as a long, weak tail after the electron signal.

**(d) Reading a trace rounded by diffusion**

Let n(x,t) be the number of electrons per unit length along the gap. With constant coefficients it obeys

∂n/∂t = νn − w ∂n/∂x + D ∂²n/∂x².

Writing n = N₀ exp(νt) p removes the growth term, and p obeys the same equation with ν = 0. In unbounded gas the solution for a release at x = 0 is a normal distribution with centre wt and standard deviation

s = √(2Dt).

The anode absorbs electrons, so p must vanish at x = d. This is achieved by subtracting a second normal distribution of the same width, centred at 2d + wt and multiplied by exp(wd/D). At x = d the two exponents are −(d − wt)²/(4Dt) and wd/D − (d + wt)²/(4Dt). They are equal because (d + wt)² − (d − wt)² = 4dwt.

Integrating p over x < d gives the fraction not yet collected:

S(t) = Φ((d − wt)/s) − exp(wd/D) Φ(−(d + wt)/s),   (5)

where Φ is the cumulative normal distribution. Diffusion adds −D ∂n/∂x to the electron flux. Integrated over the gap this gives D[n(0,t) − n(d,t)], which vanishes because n is zero at the anode and negligible at the cathode once the group has left it. The current is therefore still e w/d times the number of electrons in the gap:

I(t) = (e N₀ w/d) exp(νt) S(t).   (6)

Equation (6) leaves out the first few nanoseconds, when diffusion at the cathode matters. Electrons lost back to the cathode then reduce the effective N₀, and the cathode shifts the surviving group forward by a distance of order D/w = 0.02 mm. The initial current should therefore be found by extending the later smooth rise back to t = 0.

A finite-difference solution of the transport equation, with the present w, ν and D, was started from the normal distribution at 5 ns. At 280 ns and at 300 ns its electron number agrees with N₀ exp(νt) S(t) to within 0.5 % of the latter.

At t = T the width is s = 1.10 mm, small compared with the 30 mm gap. Yet S takes 28 ns to fall from 90 % to 10 %, nearly a tenth of the transit time. The current peaks where its logarithmic derivative vanishes:

ν + S′/S = 0.

The growth is slow, with 1/ν = 433 ns, so a small rate of collection already balances it. The peak comes early, at 275 ns, and is 1.87 times the initial current. Taking this peak for the end of the transit would give

w = 0.030 m/(274.8 ns) = 1.09×10⁵ m/s, which is 9 % too high,

α = ln(1.871)/(0.030 m) = 20.9 m⁻¹, which is 10 % too low.

A better procedure is to fit an exponential to the smooth rise, extend it through the drop, and take as transit time the moment when the current is half of the extended curve. That is the moment when S = 1/2. In the example, equation (5) puts it at 299.8 ns, which gives w = 1.001×10⁵ m/s and α = ν/w = 23.1 m⁻¹.

The remaining 0.2 ns can be derived. At t = T the first term of (5) is 1/2. In the second, the argument of Φ is −z with z = 2d/s. For large z,

Φ(−z) ≈ exp(−z²/2)/(z√(2π)).

Since s² = 2DT and d = wT, z²/2 = 2d²/s² = d²/(DT) = wd/D. The exponentials cancel, leaving

S(T) ≈ 1/2 − s/(2d√(2π)).

Near T the first term falls at the rate w/(s√(2π)). The level 1/2 is therefore passed earlier than T by

[s/(2d√(2π))] · [s√(2π)/w] = s²/(2dw) = D/w² = 0.2 ns.

This is the effect of the anode alone, since equation (5) contains no cathode. The cathode adds a shift of the same order. If it reflects electrons, the group is pushed forward by D/w and the half-fall point moves to 299.6 ns. If it absorbs them, the electrons that survive are on average those that moved ahead early, the shift is about 2D/w, and the point moves to 299.4 ns, giving w = 1.002×10⁵ m/s. In each case the half-fall reading gives w to about 0.2 % or better.

Diffusion also affects the meaning of α. In a steady experiment with a constant electron source, n grows as exp(ax). Inserting this into the transport equation with ∂n/∂t = 0 gives

0 = ν − wa + Da², or ν = aw − a²D.

The relevant root tends to ν/w when D → 0. Replacing a² by (ν/w)² in the small term gives

a ≈ (ν/w)(1 + νD/w²).

Here νD/w² = (2.31×10⁶)(2.0)/(10¹⁰) = 4.6×10⁻⁴. The steady coefficient exceeds the pulsed one by 0.046 %, which is negligible in this example. The rounding of the drop matters far more.

**(e) Other neglected effects**

*Ion current.* Just before the drop there are N₀(R − 1) ions, nearly all still in the gap. Each contributes e w_i/d. Relative to the electron current this is

(w_i/w)(R − 1)/R = 0.005 × 1/2 = 0.25 %.

If the factor 2 was read from the total current, the electron current grew only by about 2 − 0.005 = 1.995, and the true α is 0.36 % lower than 23.1 m⁻¹.

*Electrons released by light from the gas.* Suppose each ionization is accompanied by photons that promptly release γ = 0.01 electrons from the cathode, an assumed value. Then dN/dt = (1 + γ)αwN until the first electrons arrive, and

α = ln R/[(1 + γ)d],

which is 1.0 % lower. One released electron and its descendants make R − 1 = 1 ionization on average, and so release γ(R − 1) = 0.01 successors at the cathode. A discharge sustained by this feedback would need one successor, so the example is far from breakdown by this route.

*Space charge.* By equation (1), a wide sheet of charge −q changes the field ahead of it by q x/(ε₀A d), at most q/(ε₀A). The spot here is narrower than the gap, so the dependence on x is different, but on the axis the same upper bound can be used. For 2N₀ electrons spread evenly over the spot, this bound is 1.15 V/cm, or 0.12 % of the applied field of 1.00 kV/cm. Ions are left out. The coefficient α can depend steeply on the field. If it varied locally as E⁸, an assumed law, α near the anode would change by up to 0.9 %. Since q is proportional to N₀, releasing ten times as many electrons would make the field distortion ten times larger, and under the same assumed law α near the anode could change by up to about 10 %.

*Start of ionization.* An electron released at rest must fall through at least 16 V before it can ionize. In this field that takes 0.16 mm. If no ionization occurs over this first stretch and R is formed with the current just after release, d in equation (4) must be replaced by d − 0.16 mm, which raises α by 0.5 %. If the initial current is instead found by extending the later rise back to t = 0, as in (d), then R = exp(νT) and this correction must not be applied. Collisions that take energy from the electron lengthen the stretch, so this is a lower estimate.

*Reading errors.* Differentiating equation (4) at fixed d gives

dα/α = dR/(R ln R).

For R = 2 the relative error of R is multiplied by 1/0.6931 = 1.44. A ratio read 2 % too high makes α 2.9 % too high. The factor 1/ln R grows without limit as R approaches 1, so a trace that hardly rises gives a poor α. A transit time read 5 ns too long makes w 1.6 % too low.

**The real case**

The example corresponds to a pressure of 31 Torr and a voltage of 3.00 kV. For nitrogen near 100 Td, a drift velocity of about 10⁵ m/s is realistic. The value α/N_g = 2.3×10⁻²³ m² follows from the assumed trace. It should not be taken as the nitrogen value at this field, because α/N_g rises steeply there and the real value may be several times smaller. The pressure suits a swarm measurement but is far above that of a plasma reactor working at a few millitorr. The results can be carried over through w and α/N_g as functions of E/N_g, provided that electrons collide with single molecules and the swarm has settled into a steady energy distribution. They cannot be carried over to a thousandth of the density with E/N_g and the gap held fixed. The voltage would then be only 3 V, and an electron released nearly at rest could not gain the 16 eV needed to ionize. The current would not grow at all, whatever value α/N_g has in a settled swarm. Of the effects estimated for this example, the rounding of the drop matters most: reading the rounded peak instead of the half-fall point moves both coefficients by about 10 %.

Two further conditions limit the interpretation. In gases that attach electrons, such as oxygen, the trace gives ionization minus attachment if no electrons detach again, and negative ions add to the slow current. The light pulse and the response time of the circuit must also be short compared with the 28 ns drop, or they round it further. Even a short exponential response of the circuit delays the half-fall point by about its time constant, and the transit time must be corrected for this delay. Finally, ionization can make the velocity of the group's centre differ from the mean velocity of the electrons. The transit time measures the former, while the latter sets the size of the current. The model with constant coefficients does not distinguish them. Any constant factor between them cancels in R, but not in α: ln R/d is the growth rate ν divided by the velocity of the centre, not by the mean velocity of the electrons.

The complete set of values is in the numerical output below.

Calculated quantities

```
gap: 3.0 cm
transit time: 300 ns
current ratio R: 2.00
ln R: 0.6931
drift velocity: 1.000e+05 m/s = 10.0 cm/us
ionization coefficient: 23.10 1/m = 0.2310 1/cm
wrong estimate 1/d: 33.3 1/m
growth rate nu: 2.310e+06 1/s
released electrons: 1.0e+06
initial electron current: 0.534 uA
final electron current: 1.068 uA
simulated growth, half gap: 1.4126
simulated growth, full gap: 1.9974
charge from electron motion: 0.2311 pC
charge from ion motion: 0.0893 pC
total charge: 0.3204 pC
gas density: 1.0e+24 1/m3
gas temperature: 300 K
gas pressure: 31.1 Torr
reduced field: 100 Td
field: 1.00 kV/cm
gap voltage: 3.00 kV
alpha/N: 2.31e-23 m2
diffusion coefficient: 2.0 m2/s
group width s at T: 1.10 mm
90-10 percent fall of S: 28.1 ns
rounded peak time: 274.8 ns
rounded peak ratio: 1.871
velocity read from peak: 1.092e+05 m/s
alpha read from peak: 20.88 1/m
half-fall time: 299.80 ns
velocity from half-fall: 1.0007e+05 m/s
alpha from nu and half-fall: 23.09 1/m
steady-state alpha excess: 0.046 %
ion velocity: 500 m/s
ion transit over full gap: 60 us
ion/electron current at T: 0.25 %
alpha bias from ion current: 0.36 %
photon feedback per ionization: 0.01
alpha bias from photons: 0.99 %
feedback loop gain: 0.010
spot radius: 10 mm
space-charge field bound: 1.15 V/cm
space-charge field / field: 0.115 %
local alpha change for E^8: 0.93 %
ionization energy: 16 eV
length to gain that energy: 0.16 mm
alpha shift from that length: 0.54 %
alpha error for R 2 % high: 2.86 %
velocity error for T 5 ns long: 1.64 % low
```
